# Arcsine energy distribution of ions crossing a slowly oscillating collisionless sheath: test program

```python
"""
Result under test: ions crossing a slowly oscillating collisionless sheath,
V(t) = V0 + V1 sin(omega t), arrive with the energy density
    f(E) = 1 / (pi sqrt((E_max - E)(E - E_min))),
    E_max,min = E_in + e (V0 +- V1).
E_in: kinetic energy at a fixed entrance plane; V: voltage across the sheath.
Finite-frequency corrections are tested with trajectories in a moving
Child-law sheath of width s(V) proportional to V**(3/4).
Energies are in eV, all other internal quantities in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

e = const.e
ion_mass = 40 * const.atomic_mass
electron_temp = 3.0       # eV
edge_density = 1.0e17     # m^-3
V0, V1 = 200.0, 150.0     # V
frequency = 1.0e5         # Hz

bohm_speed = np.sqrt(e * electron_temp / ion_mass)
E_in = 0.5 * ion_mass * bohm_speed**2 / e
E_min, E_max = E_in + V0 - V1, E_in + V0 + V1
E_mid = E_in + V0


def density(E):
    return 1 / (np.pi * np.sqrt((E_max - E) * (E - E_min)))


def cumulative(E):
    return 0.5 + np.arcsin(np.clip((E - E_mid) / V1, -1, 1)) / np.pi


def end_fraction(delta):
    return np.arccos(1 - delta / V1) / np.pi


# --- Arcsine density against direct sampling of the voltage in time ---
n_time = 1_000_000
theta = 2 * np.pi * (np.arange(n_time) + 0.5) / n_time
sampled = E_in + V0 + V1 * np.sin(theta)
for low, high in [(60, 90), (150, 220), (300, 345)]:
    counted = np.mean((sampled > low) & (sampled < high))
    integral = quad(density, low, high)[0]
    assert abs(counted - integral) < 1e-5
    assert abs(cumulative(high) - cumulative(low) - counted) < 1e-5
# Endpoint singularities are handled by the algebraic quadrature weight.
norm = quad(lambda E: 1 / np.pi, E_min, E_max,
            weight="alg", wvar=(-0.5, -0.5))[0]
assert abs(norm - 1) < 1e-9
assert abs(sampled.mean() - E_mid) < 1e-8
assert abs(sampled.std() - V1 / np.sqrt(2)) < 1e-8
window = 10.0
top_counted = np.mean(sampled > E_max - window)
bottom_counted = np.mean(sampled < E_min + window)
middle_counted = np.mean(abs(sampled - E_mid) < window / 2)
assert abs(top_counted - end_fraction(window)) < 1e-5
assert abs(bottom_counted - end_fraction(window)) < 1e-5
small = 0.5
small_counted = np.mean(sampled > E_max - small)
small_root = np.sqrt(2 * small / V1) / np.pi
assert abs(small_counted / small_root - 1) < 2e-3

# --- A two-harmonic voltage: root peaks remain, but with unequal weights ---
second_harmonic = 20.0
other = V0 + V1 * np.cos(theta) + second_harmonic * np.cos(2 * theta)
other_top = np.mean(other > other.max() - small)
other_bottom = np.mean(other < other.min() + small)
curv_top = V1 + 4 * second_harmonic
curv_bottom = V1 - 4 * second_harmonic
assert abs(other_top / (np.sqrt(2 * small / curv_top) / np.pi) - 1) < 0.01
assert abs(other_bottom / (np.sqrt(2 * small / curv_bottom) / np.pi) - 1) < 0.01

# --- Child-law sheath at fixed ion current density ---
current = e * edge_density * bohm_speed
width_factor = np.sqrt(4 * const.epsilon_0 / 9
                       * np.sqrt(2 * e / ion_mass) / current)


def width(V):
    return width_factor * V**0.75


C = V0 / width(V0)**(4 / 3)
x, dx = 0.6 * width(V0), 1e-3 * width(V0)
drop = C * np.array([x - dx, x, x + dx])**(4 / 3)
second_derivative = (drop[0] - 2 * drop[1] + drop[2]) / dx**2
ion_charge_density = current / np.sqrt(2 * e * drop[1] / ion_mass)
assert abs(second_derivative * const.epsilon_0 / ion_charge_density - 1) < 1e-5

# --- Trajectories: position is the independent variable ---
# Rows: frozen voltage, half frequency, example frequency, fast limit.
fast_frequency = 6.0e7
freqs = np.array([0.0, frequency / 2, frequency, fast_frequency])
omega = 2 * np.pi * freqs[:, None]
n_ions, n_steps = 256, 8000
entry_phase = 2 * np.pi * np.arange(n_ions)[None, :] / n_ions
length = width(V0 + V1)
dz = length / n_steps


def rates(z, time, energy):
    V = V0 + V1 * np.sin(entry_phase + omega * time)
    depth = np.maximum(z - length + width(V), 0)
    return (1 / np.sqrt(2 * e * energy / ion_mass),
            (4 / 3) * C * np.cbrt(depth))


transit = np.zeros((len(freqs), n_ions))
energy = np.full_like(transit, E_in)
for step in range(n_steps):
    z = step * dz
    a1, b1 = rates(z, transit, energy)
    a2, b2 = rates(z + dz / 2, transit + dz * a1 / 2, energy + dz * b1 / 2)
    a3, b3 = rates(z + dz / 2, transit + dz * a2 / 2, energy + dz * b2 / 2)
    a4, b4 = rates(z + dz, transit + dz * a3, energy + dz * b3)
    transit = transit + dz * (a1 + 2 * a2 + 2 * a3 + a4) / 6
    energy = energy + dz * (b1 + 2 * b2 + 2 * b3 + b4) / 6

arrival_phase = entry_phase + omega * transit
V_arrival = V0 + V1 * np.sin(arrival_phase)
deviation = energy - E_in - V_arrival
frozen_error = np.max(abs(deviation[0]))
assert frozen_error < 5e-3

# First-order energy correction from the motion of the sheath edge.
V_rate = omega * V1 * np.cos(arrival_phase)
width_rate = 0.75 * width(V_arrival) / V_arrival * V_rate
impact_speed = np.sqrt(2 * e * (E_in + V_arrival) / ion_mass)
predicted = -ion_mass * width_rate * (impact_speed - bohm_speed) / e
energy_error = [np.max(abs(deviation[i] - predicted[i]))
                / np.max(abs(deviation[i])) for i in (1, 2)]
assert energy_error[0] < 0.05
assert energy_error[0] < 0.65 * energy_error[1]


def phase_derivative(values):
    modes = np.fft.rfftfreq(n_ions, 1 / n_ions)
    return np.fft.irfft(1j * modes * np.fft.rfft(values), n_ions)


# First-order flux correction from the voltage dependence of transit time.
frozen_slope = phase_derivative(transit[0])
flux_change, flux_error = [], []
for i in (1, 2):
    w = omega[i, 0]
    arrival_slope = 1 + w * phase_derivative(transit[i])
    assert arrival_slope.min() > 0       # no overtaking
    actual = 1 / arrival_slope - 1
    expected = -w * np.interp(arrival_phase[i], entry_phase[0],
                              frozen_slope, period=2 * np.pi)
    flux_change.append(np.max(abs(actual)))
    flux_error.append(np.max(abs(actual - expected)) / flux_change[-1])
assert flux_error[0] < 0.3
assert flux_error[0] < 0.7 * flux_error[1]

# First-order changes cancel in averages: doubling omega gives a factor 4.
mean_shift = energy[1:3].mean(axis=1) - E_mid
square_shift = (energy[1:3]**2).mean(axis=1) - (E_mid**2 + V1**2 / 2)
mean_ratio = mean_shift[1] / mean_shift[0]
square_ratio = square_shift[1] / square_shift[0]
assert abs(mean_ratio - 4) < 0.5
assert abs(square_ratio - 4) < 0.5

ordered = np.sort(energy[2])
law = cumulative(ordered)
rank = np.arange(n_ions)
cdf_distance = max(np.max(abs(law - rank / n_ions)),
                   np.max(abs(law - (rank + 1) / n_ions)))
assert cdf_distance < 0.03
assert energy[3].std() < 0.5 * V1 / np.sqrt(2)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Ion mass", ion_mass / const.atomic_mass, "u")
show("Electron temperature", electron_temp, "eV")
show("Sheath-edge density", edge_density, "m^-3")
show("Mean voltage V0", V0, "V")
show("Voltage amplitude V1", V1, "V")
show("Frequency", frequency / 1e3, "kHz")
show("Period", 1e6 / frequency, "us")
show("Bohm speed", bohm_speed, "m/s")
show("Entrance energy", E_in, "eV")
show("Minimum energy", E_min, "eV")
show("Maximum energy", E_max, "eV")
show("Mean energy", E_mid, "eV")
show("Rms energy spread", V1 / np.sqrt(2), "eV")
show("Density at mid-energy", density(E_mid), "eV^-1")
show("End and central window width", window, "eV")
show("Fraction in each end window, formula", end_fraction(window))
show("Fraction in top window, sampled", top_counted)
show("Fraction in central window, sampled", middle_counted)
show("End-to-central fraction ratio", top_counted / middle_counted)
show("Small end window", small, "eV")
show("Small-window fraction, sampled", small_counted)
show("Small-window fraction, square-root law", small_root)
show("Second-harmonic amplitude in other waveform", second_harmonic, "V")
show("Other waveform, top small-window fraction", other_top)
show("Other waveform, bottom small-window fraction", other_bottom)
show("Sheath width at minimum voltage", width(V0 - V1) * 1e3, "mm")
show("Sheath width at mean voltage", width(V0) * 1e3, "mm")
show("Sheath width at maximum voltage", length * 1e3, "mm")
show("Shortest frozen transit from fixed plane", transit[0].min() * 1e6, "us")
show("Longest frozen transit from fixed plane", transit[0].max() * 1e6, "us")
show("omega times longest frozen transit", omega[2, 0] * transit[0].max())
show("Largest frozen-run numerical energy error", frozen_error, "eV", 2)
show("Largest energy deviation at half frequency", np.max(abs(deviation[1])), "eV")
show("Largest energy deviation at full frequency", np.max(abs(deviation[2])), "eV")
show("Relative error of energy correction, half frequency", energy_error[0], "", 3)
show("Relative error of energy correction, full frequency", energy_error[1], "", 3)
show("Largest relative flux change, half frequency", flux_change[0], "", 3)
show("Largest relative flux change, full frequency", flux_change[1], "", 3)
show("Relative error of flux correction, half frequency", flux_error[0], "", 3)
show("Relative error of flux correction, full frequency", flux_error[1], "", 3)
show("Mean-energy shift, half frequency", mean_shift[0], "eV", 3)
show("Mean-energy shift, full frequency", mean_shift[1], "eV", 3)
show("Mean-energy shift ratio on doubling frequency", mean_ratio, "", 3)
show("Mean-square shift ratio on doubling frequency", square_ratio, "", 3)
show("Largest cumulative-distribution difference", cdf_distance, "", 3)
show("Number of ions per frequency", n_ions)
show("Fast-limit test frequency", fast_frequency / 1e6, "MHz")
show("Fast-limit rms energy spread", energy[3].std(), "eV")
print("all assertions hold")
```

Output:

```
Ion mass: 40 u
Electron temperature: 3 eV
Sheath-edge density: 1e+17 m^-3
Mean voltage V0: 200 V
Voltage amplitude V1: 150 V
Frequency: 100 kHz
Period: 10 us
Bohm speed: 2690 m/s
Entrance energy: 1.5 eV
Minimum energy: 51.5 eV
Maximum energy: 351.5 eV
Mean energy: 201.5 eV
Rms energy spread: 106.1 eV
Density at mid-energy: 0.002122 eV^-1
End and central window width: 10 eV
Fraction in each end window, formula: 0.1169
Fraction in top window, sampled: 0.1169
Fraction in central window, sampled: 0.02122
End-to-central fraction ratio: 5.507
Small end window: 0.5 eV
Small-window fraction, sampled: 0.026
Small-window fraction, square-root law: 0.02599
Second-harmonic amplitude in other waveform: 20 V
Other waveform, top small-window fraction: 0.021
Other waveform, bottom small-window fraction: 0.03799
Sheath width at minimum voltage: 0.2663 mm
Sheath width at mean voltage: 0.7531 mm
Sheath width at maximum voltage: 1.146 mm
Shortest frozen transit from fixed plane: 0.06559 us
Longest frozen transit from fixed plane: 0.3606 us
omega times longest frozen transit: 0.2265
Largest frozen-run numerical energy error: 0.00046 eV
Largest energy deviation at half frequency: 1.606 eV
Largest energy deviation at full frequency: 3.217 eV
Relative error of energy correction, half frequency: 0.00919
Relative error of energy correction, full frequency: 0.0182
Largest relative flux change, half frequency: 0.046
Largest relative flux change, full frequency: 0.0924
Relative error of flux correction, half frequency: 0.0171
Relative error of flux correction, full frequency: 0.0338
Mean-energy shift, half frequency: 0.0175 eV
Mean-energy shift, full frequency: 0.0699 eV
Mean-energy shift ratio on doubling frequency: 4
Mean-square shift ratio on doubling frequency: 3.99
Largest cumulative-distribution difference: 0.00489
Number of ions per frequency: 256
Fast-limit test frequency: 60 MHz
Fast-limit rms energy spread: 3.106 eV
all assertions hold
```
